\section*{Variable-phase integration of a screened Coulomb collision}

\section{Phase shifts by direct integration}

A partial-wave calculation of ion--atom scattering must decide at which angular momentum $l$ numerical integration may stop and the Born formula take over. Stopping too early puts wrong phases into the sum, and stopping too late spends hundreds of integrations on waves with a closed formula. A small relative error is a poor guide. For a 100 eV proton on silicon, the wave $l=200$ has a phase shift of $-6.82$ rad, and the Born value differs from it by only 6\%. But that is 0.43 rad, far too much in the factor $e^{2i\delta_l}$ of the scattering sum. Measuring the Born error needs phases of known accuracy. It also needs their multiples of $\pi$, or a Born phase wrong by a whole multiple would pass as right. Calogero's equation supplies them.

\subsection{The collision model}

Atomic units are used in the algebra. Two atoms of masses $m_1,m_2$ and nuclear charges $Z_1,Z_2$ collide elastically through a central potential. With reduced mass $\mu$ and centre-of-mass energy $E=k^2/(2\mu)$, the radial function $u=r\psi_l$ obeys
\begin{equation}
u''=\left[\frac{l(l+1)}{r^2}+U(r)-k^2\right]u,\qquad U=2\mu V. \label{radial}
\end{equation}
The potential is a repulsive sum of screened Coulomb terms,
\begin{equation}
V(r)=\frac{Z_1Z_2}{r}\sum_{i=1}^4 c_i e^{-\kappa_i r},\qquad \kappa_i=\frac{\gamma_i}{a}.
\end{equation}
The example uses the universal Ziegler--Biersack--Littmark form: $c_i=(0.18175,\,0.50986,\,0.28022,\,0.02817)$, $\gamma_i=(3.1998,\,0.94229,\,0.4029,\,0.20162)$ and $a=0.8854/(Z_1^{0.23}+Z_2^{0.23})$. The exponentials matter: an unscreened $1/r$ tail would make the phase grow logarithmically with distance.

Write $J(r)=\hat\jmath_l(kr)$ and $N(r)=\hat n_l(kr)$ for the Riccati--Bessel functions, with the convention $J\to\sin(kr-l\pi/2)$ and $N\to-\cos(kr-l\pi/2)$. Both solve (\ref{radial}) with $U=0$, so $JN'-J'N$ is constant. Its value at large $r$ is $k\sin^2+k\cos^2=k$. Primes denote $d/dr$.

\subsection{Derivation of the phase equation}

Replace the one function $u$ by an amplitude $A(r)$ and a phase $\delta(r)$. Two unknowns allow two conditions:
\begin{align}
u&=A(\cos\delta\,J-\sin\delta\,N)\equiv AP,\label{ansatz}\\
u'&=A(\cos\delta\,J'-\sin\delta\,N')\equiv Ap.
\end{align}
If the potential is cut off at $r$, the wave outside is a free wave with the same $u$ and $u'$ at $r$. Hence $\delta(r)$ is the phase shift of the truncated potential.

Also define $Q=\sin\delta\,J+\cos\delta\,N$ and $q=\sin\delta\,J'+\cos\delta\,N'$. Differentiating (\ref{ansatz}) and demanding the second condition gives
\begin{equation}
A'P-A\delta'Q=0. \label{c1}
\end{equation}
Differentiating $u'=Ap$ and using (\ref{radial}), the centrifugal and $k^2$ terms cancel because $J$ and $N$ solve the free equation. What remains is
\begin{equation}
A'p-A\delta'q=UAP. \label{c2}
\end{equation}
Multiply (\ref{c2}) by $P$ and (\ref{c1}) by $p$, and subtract. The terms in $A'$ cancel:
\begin{equation}
-A\delta'(Pq-Qp)=UAP^2.
\end{equation}
In $Pq-Qp$ the products $JJ'$ and $NN'$ cancel, and the rest is $(\cos^2\delta+\sin^2\delta)(JN'-J'N)=k$. Therefore
\begin{equation}
\boxed{\;\delta'=-\frac{U}{k}\left[\cos\delta\,J-\sin\delta\,N\right]^2,\qquad \delta(0)=0.\;} \label{cal}
\end{equation}
The initial value selects the regular solution. The Coulomb singularity is harmless there: $J^2\propto r^{2l+2}$ makes $UJ^2$ integrable. A repulsive potential lowers the phase at every radius, since the wave is pushed outwards.

\subsection{Counting multiples of $\pi$}

Put $J=M\sin\theta$ and $N=-M\cos\theta$, with $\theta(0)=0$. Substitution in $JN'-J'N=k$ cancels the $MM'$ terms and leaves $M^2\theta'=k$. Also $P=M\sin(\theta+\delta)$. The total phase $\beta=\theta+\delta$ thus obeys
\begin{equation}
\beta'=\frac{k}{M^2}-\frac{U}{k}M^2\sin^2\beta,\qquad u=AM\sin\beta. \label{beta}
\end{equation}
Where $\beta=n\pi$, the last term vanishes and $\beta'>0$, so each multiple of $\pi$ is crossed once, upwards. Each crossing is a node of $u$. If $u$ has $n$ nodes between the start and $R$, then
\begin{equation}
\delta(R)=n\pi+\left[\beta(R)\bmod\pi\right]-\theta(R). \label{branch}
\end{equation}
A method that yields only $\tan\delta$ can therefore be compared with (\ref{cal}) on the full phase.

\subsection{Starting inside the barrier}

Near the origin $U$ is large and (\ref{cal}) is stiff. For $l=0$ one has $M=1$ and $u'/u=k\cot\beta$. Where $U>k^2$ varies slowly, the growing solution has $u'/u\simeq\kappa=\sqrt{U-k^2}$, so $\tan\beta\simeq k/\kappa$. A small error $\epsilon$ in $\beta$ then obeys
\begin{equation}
\epsilon'=-\frac{U}{k}\sin2\beta\;\epsilon
=-\frac{U}{k}\,\frac{2k\kappa}{\kappa^2+k^2}\,\epsilon=-2\kappa\,\epsilon .
\end{equation}
The equation forgets its starting value at the rate $2\kappa$. This forces small explicit steps near the origin, but it also makes that region unnecessary.

For any $l$, compare two solutions $u_1,u_2$ of (\ref{radial}) with different inner conditions. Their Wronskian $W=u_1u_2'-u_1'u_2$ is constant, so
\begin{equation}
\frac{u_2'}{u_2}-\frac{u_1'}{u_1}=\frac{W}{u_1u_2}.
\end{equation}
Both solutions grow roughly as $\exp\int\kappa\,dr$, where $\kappa$ is now the decay rate in the full barrier, centrifugal term included. The difference falls as $\exp(-2\int\kappa\,dr)$. One may put a hard wall at $r_0$, where $u=0$ means $\beta=0$ and
\begin{equation}
\delta(r_0)=-\theta(r_0).
\end{equation}
With $r_0$ placed so that $\int\kappa\,dr=20$ up to the turning point, the wall's influence is of order $e^{-40}$. The device needs a barrier thick enough to hold that integral. Where it is thinner, as for a weak potential at $l=0$, integration starts near the origin with $\delta=0$.

For the proton at $l=0$ the wall lies at 0.2513 \AA\ and the starting phase is $-kr_0=-53.2578$ rad. A second integration starts at $10^{-8}$ bohr with $\delta=0$. At 0.3704 \AA, still inside the barrier, both give $-77.2687812$ rad.

\subsection{Integration and its error}

The classical fourth-order Runge--Kutta method needs $J$, $N$ and $U$ at the nodes and midpoints of a grid fixed beforehand. With $F(r,\delta)$ the right side of (\ref{cal}),
\begin{align}
s_1&=F(r,\delta), & s_2&=F(r+\tfrac h2,\delta+\tfrac h2s_1),\nonumber\\
s_3&=F(r+\tfrac h2,\delta+\tfrac h2s_2), & s_4&=F(r+h,\delta+hs_3),\nonumber
\end{align}
and $\delta$ advances by $h(s_1+2s_2+2s_3+s_4)/6$. For $l=0$ the bracket in (\ref{cal}) is $\sin(kr+\delta)$. Its square oscillates with period $\pi/k$ where $U$ is small, and the step must resolve this. The weight $U/k^2$ falls with $r$, so the step may grow: here $kh\le0.02$ out to 2.5 bohr, $0.06$ out to 6 bohr, and $0.2$ out to $R=20$ bohr (10.58 \AA).

For $l=0$, reducing all steps from four times to twice these values changes the phase by $1.43\times10^{-6}$ rad. The next halving changes it by $9.11\times10^{-8}$ rad. The ratio is 15.7, close to the $2^4$ of a fourth-order method. If the error is $Ch^4$, a halving changes the result by $15$ times the error that remains, which is then about $6\times10^{-9}$ rad.

Cutting off the potential at $R$ is a separate error, which no refinement removes. For $l=900$, the next 3.18 \AA\ adds $-1.2\times10^{-6}$ rad, or $6\times10^{-5}$ of that wave's phase.

\subsection{Numerov matching as an independent check}

Write (\ref{radial}) as $u''=fu$. Taylor expansion gives $u_{n+1}-2u_n+u_{n-1}=h^2u_n''+h^4u_n''''/12+O(h^6)$. Replacing $h^2u''''$ by the second difference of $fu$ yields
\begin{equation}
u_{n+1}-2u_n+u_{n-1}=\frac{h^2}{12}\left(f_{n+1}u_{n+1}+10f_nu_n+f_{n-1}u_{n-1}\right).
\end{equation}
With $F_n=1-h^2f_n/12$ and $w_n=F_nu_n$, collecting terms gives
\begin{equation}
w_{n+1}=\left(\frac{12}{F_n}-10\right)w_n-w_{n-1}.
\end{equation}
At two outer radii, labelled 1 and 2, insert $u\propto\cos\delta\,J-\sin\delta\,N$. Then $u_1J_2-u_2J_1\propto\sin\delta\,(J_1N_2-J_2N_1)$ and $u_1N_2-u_2N_1\propto\cos\delta\,(J_1N_2-J_2N_1)$, with the same constant. Hence
\begin{equation}
\tan\delta=\frac{u_1J_2-u_2J_1}{u_1N_2-u_2N_1},
\end{equation}
and (\ref{branch}) restores the branch. The radii should not lie close to a multiple of half a wavelength apart, or numerator and denominator both become small. Here they are 1.5 rad apart in $kr$.

The error of this check can be predicted. For a free wave $f=-k^2$; let $s=kh$. The recurrence has solutions $e^{\pm in\varphi}$ with
\begin{equation}
\cos\varphi=\frac{1-5s^2/12}{1+s^2/12}
=1-\frac{s^2}{2}+\frac{s^4}{24}-\frac{s^6}{288}+\dots
\end{equation}
The cosine series has $-s^6/720$ in the last place, so $\cos\varphi\simeq\cos s-s^6/480$ and $\varphi\simeq s+s^5/480$. Over a length $D$ there are $kD/s$ steps, and the phase error is $kDs^4/480$. With $s=0.015$ and $kD\simeq2.2\times10^3$ this is $2.3\times10^{-7}$ rad. The largest difference between the Calogero and Numerov phases, over seven waves, is $2.3\times10^{-7}$ rad. The free-wave estimate thus accounts for its size.

\subsection{The weak-potential limit}

Multiply $U$ by a strength $\lambda$ and expand $\delta=\lambda\delta_1+\lambda^2\delta_2+\dots$ at fixed $l$ and $k$. To first order in $\delta$, the squared bracket in (\ref{cal}) is $J^2-2\delta JN$. Equating powers of $\lambda$,
\begin{equation}
\delta_1'=-\frac{U}{k}J^2,\qquad \delta_2'=\frac{2U}{k}JN\,\delta_1. \label{orders}
\end{equation}
The first equation gives the Born phase $\delta_{\rm B}=-(1/k)\int_0^\infty UJ^2dr$. The second shows that its relative error is linear in $\lambda$ when $\lambda$ is small.

For screened Coulomb terms the integral has a closed form. Start from the addition theorem for spherical Bessel functions, with $x=\cos\gamma$ and $g^2=2k^2(1-x)$:
\begin{equation}
\frac{\sin gr}{gr}=\sum_l(2l+1)\,j_l^2(kr)P_l(x).
\end{equation}
Multiply by $re^{-\kappa r}$ and integrate over $r$, where $\kappa$ now stands for one of the $\kappa_i$. The left side becomes $1/(g^2+\kappa^2)=1/[2k^2(z-x)]$, with $z=1+\kappa^2/(2k^2)$. Projecting on $P_l$ and using $Q_l(z)=\frac12\int_{-1}^1P_l(x)\,dx/(z-x)$ gives $\int re^{-\kappa r}j_l^2dr=Q_l(z)/(2k^2)$. Since $J^2=k^2r^2j_l^2$,
\begin{equation}
\int_0^\infty\frac{e^{-\kappa r}}{r}J^2dr=\frac{Q_l(z)}{2},\qquad
\delta_{\rm B}=-\frac{\mu Z_1Z_2}{k}\sum_ic_iQ_l\!\left(1+\frac{\kappa_i^2}{2k^2}\right). \label{born}
\end{equation}

At large $l$, $Q_l$ needs a stable formula. Insert $P_l=(2^ll!)^{-1}d^l(x^2-1)^l/dx^l$ and integrate by parts $l$ times:
\begin{equation}
Q_l(z)=\frac12\int_{-1}^{1}\left[\frac{1-x^2}{2(z-x)}\right]^l\frac{dx}{z-x}.
\end{equation}
Substitute $e^t=\frac{1+x}{1-x}\sqrt{\frac{z-1}{z+1}}$. Then
\begin{equation}
\sqrt{z^2-1}\,\cosh t=\frac12\left[(z-1)\frac{1+x}{1-x}+(z+1)\frac{1-x}{1+x}\right]=\frac{z(1+x^2)-2x}{1-x^2}.
\end{equation}
Adding $z$ gives $z+\sqrt{z^2-1}\cosh t=2(z-x)/(1-x^2)$, and $dt=2\,dx/(1-x^2)$. The integrand is even in $t$, so
\begin{equation}
Q_l(z)=\int_0^\infty\left(z+\sqrt{z^2-1}\,\cosh t\right)^{-l-1}dt .
\end{equation}
For $l=200$ this gives $\delta_{\rm B}=-7.252912$ rad, and radial quadrature gives $-7.252911$ rad.

When $\kappa\ll k$ and $l$ is large, $\sqrt{z^2-1}\simeq\kappa/k$ and the integrand tends to $\exp(-\kappa b\cosh t)$, with $b=(l+\frac12)/k$. Then $Q_l\to K_0(\kappa b)$, the modified Bessel function. Once the slowest screening term dominates, the phases fall nearly exponentially with impact parameter, at the rate of that term, apart from a factor $b^{-1/2}$. Between $l=600$ and $900$ in the example below the faster terms still contribute, and the fall is somewhat steeper.

The $l=200$ wave also tests the approach to the limit. At strengths 0.04 and 0.02, the integrated phase differs from the Born phase by $-2.618\times10^{-3}$ and $-1.312\times10^{-3}$, relative to the Born value. The ratio is 1.996, as (\ref{orders}) requires.

\subsection{A 100 eV proton on silicon}

For a proton and a free $^{28}$Si atom, $\mu=1772.34$ electron masses and $E=96.525$ eV, or 3.547 hartree. Thus $k=\sqrt{2(1772.34)(3.547)}\simeq112.13$ bohr$^{-1}$, which is 211.90 \AA$^{-1}$. The wavelength is 0.0297 \AA, against a screening length of 0.165 \AA. The prefactor in (\ref{born}) is $1772.34\times14/112.13\simeq221.3$. The phases are:
\begin{center}
\begin{tabular}{rrrr}
$l$ & $b$ (\AA) & $\delta$ (rad) & $\delta_{\rm B}$ (rad)\\ \hline
0 & 0.002 & $-108.3266$ & $-966.5787$\\
40 & 0.191 & $-59.7649$ & $-113.4684$\\
100 & 0.474 & $-24.8642$ & $-31.5296$\\
200 & 0.946 & $-6.8202$ & $-7.2529$\\
400 & 1.890 & $-0.8371$ & $-0.8433$\\
600 & 2.834 & $-0.1571$ & $-0.1573$\\
900 & 4.250 & $-0.0196$ & $-0.0196$
\end{tabular}
\end{center}
The Calogero and Numerov phases agree to all digits shown; more digits stand in the numerical output below.

The Born phase fails by a factor of nearly nine head-on. Its absolute error is $6\times10^{-3}$ rad at $l=400$ and $2\times10^{-4}$ rad at $l=600$. If $10^{-3}$ rad per wave is acceptable, the change-over for this screened potential lies between these two. At $l=900$ the relative difference is $2.2\times10^{-4}$, of which $6\times10^{-5}$ is the tail beyond $R$, included in the Born phase but not in the integration.

Why can a phase of several radians be nearly Born-like? In the semiclassical picture the local radial wave number is $\sqrt{p^2-U}$, with $p^2=k^2-(l+\frac12)^2/r^2$. Away from the turning point,
\begin{equation}
\sqrt{p^2-U}-p=-\frac{U}{2p}-\frac{U^2}{8p^3}-\dots
\end{equation}
There the second term is smaller than the first by $U/(4p^2)$, a local ratio of energies, while the phase accumulates over many wavelengths and can become large. The second term cannot be integrated as it stands. It is negative everywhere, whereas the table shows the phase less negative than the Born value, and its integral diverges at the turning point, where the expansion fails and the turning point itself moves with $U$. Writing the term as $\frac14\,\partial(U^2/p)/\partial k^2$ at fixed $l$, and differentiating after the integration, takes that shift into account. With $G(b)=\int_0^\infty U^2\!\left(\sqrt{b^2+y^2}\right)dy$ one has $\int U^2dr/p=G/k$, and the second-order phase is $-(G+b\,dG/db)/(8k^3)$. It is positive when $bG$ decreases with $b$, as for a potential steeper than $1/r$: the repulsion keeps the true wave out of the strong potential that the free wave of the Born formula still samples. At $l=200$ it is $0.48$ rad, the value implied by the two weak strengths above, against the full Born error of $0.43$ rad.

\subsection{From phases to deflection and recoil}

In the scattering sum, $e^{2i\delta_l}$ multiplies $P_l(\cos\Theta)$, which at large $l$ contains $e^{-i(l+1/2)\Theta}$. The phase is stationary where
\begin{equation}
\Theta=2\frac{d\delta_l}{dl}\simeq\delta_{l+1}-\delta_{l-1}.
\end{equation}
This is positive for repulsion, since $\delta_l$ rises towards zero. Differentiating the semiclassical phase $\int\sqrt{p^2-U}\,dr-\int p\,dr$, each integral taken from its own turning point, with respect to $l+\frac12=kb$ gives the classical angle
\begin{equation}
\Theta=\pi-2b\int_{r_{\min}}^\infty\frac{dr}{r^2\sqrt{1-V/E-b^2/r^2}} .
\end{equation}
The endpoint terms vanish because the integrands do, and the free integral supplies $\pi$. At $l=40$, 100 and 200 the phase differences give $102.908^\circ$, $39.996^\circ$ and $9.319^\circ$. The classical integral agrees within $0.003^\circ$.

For the recoil, let the proton arrive with speed $v$. The centre of mass moves at $v_c=m_1v/(m_1+m_2)$. In its frame silicon keeps the speed $v_c$ and turns by $\Theta$, so its laboratory velocity is $v_c(1-\cos\Theta,-\sin\Theta)$, with square $4v_c^2\sin^2(\Theta/2)$. Hence
\begin{equation}
T=\frac{4m_1m_2}{(m_1+m_2)^2}E_{\rm lab}\sin^2\frac{\Theta}{2}.
\end{equation}
The prefactor is 13.418 eV. At $l=100$, $T=13.418\sin^2(20.0^\circ)=1.57$ eV.

\subsection{What the numbers mean in a crystal}

Protons of about 100 eV can reach silicon from a hydrogen plasma when the surface is biased, and implanted hydrogen slows through this energy near the end of its track. The model omits several effects that matter there. One is bonding. Adding a rough 3 eV Gaussian well, centred at 1.5 \AA\ with width parameter 0.5 \AA, leaves a net attraction of only 1.4 eV at its centre, because the model is repulsive there. Even so it changes the phase at $l=300$ by $+4.2$ rad and lowers the angle from $2.7^\circ$ to $1.1^\circ$. Distant collisions are therefore uncertain by amounts far above the numerical error. A neighbouring atom's potential is 4.0 eV at mid-bond, so the table does not describe a crystal: even the rows with small $b$ include phase gathered beyond that distance, where neighbouring atoms act as well. Nor should the table be read as the phases of a real bare proton and free atom. The universal form was fitted to pairs of neutral atoms, and a proton can also capture an electron from silicon. At large $r$ the proton polarizes the atom, which adds an attraction $-\alpha/(2r^4)$. With $\alpha\simeq38$ atomic units for silicon this is about 0.12 eV at 4.25 \AA, where the screened repulsion is only 0.008 eV, so it would reverse the sign of the phase at $l=900$ and, taken at face value, already at $l=600$. The table tests the method on the screened potential alone. At 300 K, a Debye estimate with a rough 640 K gives an rms displacement of 0.065 \AA\ along one axis, about two wavelengths. At $l=100$ this blurs the $40^\circ$ deflection by about $9^\circ$. The Lindhard--Scharff estimate of electronic loss is 1.1 eV per bond length, comparable with the recoil energy at $l=100$. The free-recoil assumption fares better: the proton crosses 1 \AA\ in 0.7 fs, against about 75 fs for the shortest vibrational period in the Debye model.

The phases thus confirm the classical deflection angle of this model at the three impact parameters compared: the difference is far below the uncertainty of the potential. They do not give a single proton a sharp path. Confining it to a width $\Delta b$ spreads its angle by at least about $1/(2k\Delta b)$, which is $2^\circ$ for 0.065 \AA, and the variation of $\Theta$ across that width adds to this unless the incoming wave is focused to offset it. A single classical path through silicon is therefore not a forecast for one proton. Phases are needed when interference between partial waves is itself the object, as in scattering from isolated atoms, and there a better potential matters more than a smaller step.

\section*{Table of computed values}
\begin{verbatim}
Proton on free silicon-28, universal screened Coulomb potential
laboratory energy 100.0 eV, centre-of-mass 96.525 eV
reduced mass 1772.34 electron masses
wave number 211.900 1/angstrom = 112.133 1/bohr
wavelength 0.02965 angstrom
screening length 0.16527 angstrom
Coulomb strength mu Z1 Z2/k = 221.28
head-on closest approach 0.3848 angstrom
outer radius 10.584 angstrom
l=0 wall radius 0.2513 angstrom, phase -53.2578 rad
l=0 phase at 0.3704 angstrom: from origin -77.2687812, from wall -77.2687812 rad
l, b (angstrom), Calogero, Numerov, Born phase (rad)
   0   0.0024   -108.326617   -108.326617   -966.578665
  40   0.1911    -59.764925    -59.764925   -113.468439
 100   0.4743    -24.864200    -24.864200    -31.529556
 200   0.9462     -6.820209     -6.820209     -7.252912
 400   1.8900     -0.837134     -0.837134     -0.843266
 600   2.8339     -0.157127     -0.157127     -0.157328
 900   4.2496     -0.019561     -0.019561     -0.019565
largest Calogero-Numerov gap 2.3e-07 rad
relative Born error: l=0 7.923, l=200 0.0634, l=900 2.19e-04
l=0 change on halving the step: 1.43e-06, then 9.11e-08 rad
l=900 phase added in the next 3.18 angstrom: -1.2e-06 rad
l=40 Born phase: quadrature -113.468437, Legendre -113.468439 rad
l=200 Born phase: quadrature -7.252911, Legendre -7.252912 rad
l=200 strength 0.04: phase -0.2893571, Born -0.2901165 rad, relative gap -2.618e-03
l=200 strength 0.02: phase -0.1448680, Born -0.1450582 rad, relative gap -1.312e-03
gap ratio on halving the strength 1.996
l, b (angstrom), angle from phases, classical (deg), recoil (eV)
  40   0.1911   102.9080   102.9052    8.2076
 100   0.4743    39.9962    39.9946    1.5693
 200   0.9462     9.3191     9.3187    0.0885
largest possible recoil energy 13.418 eV
Neglected effects (rough inputs)
bond well: depth 3.0 eV, centre 1.5, width 0.5 angstrom
model potential at the well centre 1.593 eV
well at l=300, b=1.418 angstrom: phase +4.200 rad, angle -1.565 deg
model angle there without the well 2.678 deg
Si-Si bond 2.351 angstrom; one neighbour's potential at mid-bond 3.994 eV
Debye temperature 640 K, crystal at 300 K: rms displacement 0.0654 angstrom
angle blur at l=100 from that displacement 8.73 deg
electronic loss over one bond (Lindhard-Scharff) 1.122 eV
time to cross 1 angstrom 0.722 fs, shortest lattice period 75.0 fs
\end{verbatim}
